# Hydrogen in a magnetic field: semiparabolic oscillator basis and shift-invert Lanczos, part 2

We seek the bound levels of non-relativistic hydrogen with an infinitely heavy nucleus in a uniform field along \(z\). Atomic units are used (energies in hartree, \(E_h\); lengths in bohr), with \(\gamma=B/B_0\) and \(B_0=2.350518\times10^{5}\) T. States carry \(m\) and the parity \(\pi_z=\pm1\) under \(z\to-z\). With \(a=|m|\), \(\rho^2=x^2+y^2\) and \(E'=E-\gamma m/2\),

\[
H'=-\tfrac12\nabla^2-\frac1r+\frac{\gamma^2\rho^2}{8},\qquad E_b=\frac{\gamma(a+1)}{2}-E',
\]

where \(E_b\) is the binding energy below the Landau threshold. In the coordinates \(\mu^2=r+z\), \(\nu^2=r-z\),

\[
\Big[-\tfrac12(\Delta_\mu+\Delta_\nu)-2+\frac{\gamma^2}{8}\mu^2\nu^2(\mu^2+\nu^2)\Big]\Psi=E'(\mu^2+\nu^2)\,\Psi ,
\]

where \(\Delta_\mu,\Delta_\nu\) are radial two-dimensional Laplacians. The basis consists of products \(\phi_{n_1}(\mu)\phi_{n_2}(\nu)\) of oscillator functions of frequency \(\omega\), cut at \(n_1+n_2\le K\). With \(t=\omega\mu^2\),

\[
\phi_n(\mu)=c_n\,t^{a/2}e^{-t/2}L_n^a(t),\qquad c_n=\sqrt{\frac{2\omega\,n!}{(n+a)!}},
\]

\[
G(t,u)=\sum_{n\ge0}L_n^{a}(t)\,u^n=(1-u)^{-a-1}e^{-tw},\qquad w=\frac{u}{1-u}.
\]

The coefficient vector \(c\) obeys the pencil

\[
Ac=E'Sc,\qquad A=\mathcal T-2\cdot\mathbb 1+\gamma^2D,
\]

with \(\mathcal T\) the kinetic matrix, \(A\) and \(S\) symmetric, \(S\) positive definite, and \(\langle\rho^2\rangle=8c^TDc\) for \(c^TSc=1\). The matrices have dimension \(N\) and half-bandwidth \(w\) (distinct from the \(w\) in \(G\)). Below threshold, pencil eigenvalues are upper bounds to the exact levels of the same index. The solver takes a shift \(\sigma\) (`sigma`) and \(k\) `steps`.

With \(\langle T\rangle\) the kinetic energy,

\[
\frac{dE'}{d\gamma}=\frac{\gamma\langle\rho^2\rangle}{4},\qquad
\omega\frac{dE'}{d\omega}=2\langle T\rangle-\langle1/r\rangle-\frac{\gamma^2\langle\rho^2\rangle}{4};
\]

the last right side vanishes for an exact state (virial theorem).

At \(\gamma=0\), \(E'=-1/(2n^2)\). First-order shifts are \(\gamma^2e\), with \(e=\tfrac14\) for 1s. For \(m=0\), even parity, \(e_{\max}\approx\frac{5}{16}n^4\) at large \(n\) (computed \(e_{\max}/n^4=0.3034\) at \(n=30\)). Manifolds, \(1/n^3\) apart, begin to overlap near \(n\approx(16/5\gamma^2)^{1/7}\).

## Shift-invert Lanczos

A Rydberg level lies in the interior of the spectrum, at spacings of microhartree in a spectrum that reaches down to about \(-\tfrac12\). A Krylov method finds extremal, well-separated eigenvalues first, so the spectrum is first transformed. With \(M=A-\sigma S\), the pencil gives \(Mc=(E'-\sigma)Sc\), or

\[
Cc=\theta c,\qquad C=M^{-1}S,\qquad \theta=\frac1{E'-\sigma}.
\]

Levels just above \(\sigma\) become the largest positive \(\theta\), levels just below the most negative, and all distant levels crowd near zero. In the product \(\langle x,y\rangle=x^TSy\), \(C\) is self-adjoint, because \(\langle x,Cy\rangle=x^TSM^{-1}Sy\) and \(SM^{-1}S\) is symmetric.

Start from a random \(q_1\) with \(\langle q_1,q_1\rangle=1\) and orthonormalise the sequence \(q_1,Cq_1,C^2q_1,\dots\) into \(q_1,q_2,\dots\). The vector \(Cq_i\) lies in the span of \(q_1,\dots,q_{i+1}\). For \(i<j-1\), \(\langle q_i,Cq_j\rangle=\langle Cq_i,q_j\rangle=0\), because \(q_j\) is orthogonal to that span. Only three terms survive:

\[
\beta_jq_{j+1}=Cq_j-\alpha_jq_j-\beta_{j-1}q_{j-1},\qquad \alpha_j=\langle q_j,Cq_j\rangle,
\]

with \(\beta_j>0\) fixed by normalisation. The coefficient of \(q_{j-1}\) is \(\langle q_{j-1},Cq_j\rangle=\langle Cq_{j-1},q_j\rangle=\beta_{j-1}\). Each step needs one product with \(S\) and one solve with \(M\). \(M\) is indefinite for interior \(\sigma\), so it is factorised once by banded LU with partial pivoting; row exchanges widen the upper factor to \(2w\) and leave the cost scaling unchanged.

Collect \(Q=[q_1\cdots q_k]\) and the tridiagonal \(T_k\) with diagonal \(\alpha_j\) and off-diagonal \(\beta_j\). The recurrence is \(CQ=QT_k+\beta_kq_{k+1}e_k^T\). For a unit eigenvector \(s\) of \(T_k\) with eigenvalue \(\tilde\theta\), the Ritz vector \(y=Qs\) has unit \(S\)-norm and

\[
Cy-\tilde\theta y=\beta_ks_k\,q_{k+1},\qquad \|Cy-\tilde\theta y\|=b\equiv|\beta_ks_k| .
\]

Expanding \(y=\sum_ig_ic_i\) in \(S\)-orthonormal eigenvectors, \(b^2=\sum_ig_i^2(\theta_i-\tilde\theta)^2\ge\min_i(\theta_i-\tilde\theta)^2\), since \(\sum_ig_i^2=1\). Some exact \(\theta\) therefore lies within \(b\) of \(\tilde\theta\). In energy, \(|E'-\tilde E'|=|\theta-\tilde\theta|/|\theta\tilde\theta|\le b/[|\tilde\theta|(|\tilde\theta|-b)]\), which is \(b/\tilde\theta^2\) for \(b\ll|\tilde\theta|\). The bound refers to the finite pencil in exact arithmetic. The program tests it on an unconverged 16-step run against dense diagonalisation.

In floating point the three-term recurrence enforces orthogonality only to the last two vectors. A rounding error leaves a small component along an eigenvector that has already converged, \(C\) amplifies it because that \(|\theta|\) is among the largest, and the eigenvalue is found again. The option therefore orthogonalises each new vector twice against all earlier ones, at a cost of order \(Nk^2\) and storage of order \(Nk\). The program tests that orthogonality is kept with this step, and that without it orthogonality is lost and the nearest level appears more than once.

### Counting the levels

Lanczos can miss a level on which \(q_1\) has little weight, and it gives no absolute index. Sylvester's law of inertia supplies both. For a symmetric matrix \(W\), the number of negative eigenvalues \(\nu_-\) equals the largest dimension of a subspace on which \(x^TWx<0\) for all \(x\ne0\): the negative eigenvectors span such a subspace, and any larger subspace intersects the span of the remaining eigenvectors, where the form is non-negative. An invertible \(F\) maps subspaces to subspaces of equal dimension, so \(FWF^T\) has the same \(\nu_-\) as \(W\). Write \(S=GG^T\) (Cholesky). Then \(A-\epsilon S=G\,(G^{-1}AG^{-T}-\epsilon)\,G^T\), and the eigenvalues of \(G^{-1}AG^{-T}\) are those of the pencil. If also \(A-\epsilon S=L\Lambda L^T\) with \(L\) unit lower triangular and \(\Lambda\) diagonal, then

\[
\#\{\text{negative pivots in }\Lambda\}=\#\{E'_j<\epsilon\}.
\]

The elimination step at pivot \(j\) changes element \((p,q)\) by \(-W_{pj}W_{qj}/W_{jj}\), which is nonzero only for \(j<p,q\le j+w\), so the band is preserved. The pivoted LU used for the solves is not a congruence and cannot be used for counting. The unpivoted factorisation fails at a zero pivot and loses accuracy at a very small one; a slight change of \(\epsilon\) is then needed. The program tests the count against the dense spectrum at \(K=70\).

The count refers to the pencil. Since pencil eigenvalues are upper bounds, the exact Hamiltonian has at least as many levels below \(\epsilon\). The two counts agree when every exact level below \(\epsilon\) has its pencil partner below \(\epsilon\). Deep levels need not be accurate for this.

## Choosing the settings

**`omega` and `K`.** The generating function gives the convergence rate for a Gaussian of frequency \(\kappa\). Write \(e^{-\kappa\mu^2/2}=e^{-t/2}e^{-tw}\) with \(w=(\kappa-\omega)/(2\omega)\). Solving \(u/(1-u)=w\) gives \(u=w/(1+w)=(\kappa-\omega)/(\kappa+\omega)\), so the coefficients of \(\mu^ae^{-\kappa\mu^2/2}\) fall as \(|u|^n\) times the power-law factor \(1/c_n\). A mismatch by a factor \(f\) in either direction gives the same \(|u|=(f-1)/(f+1)\).

A state in a field has no single frequency. Far along the positive axis, \(\mu^2\approx2z\gg\nu^2\). The decay \(e^{-\kappa_bz}\), with \(\kappa_b=\sqrt{2E_b}\) from the motion along \(z\) in the lowest Landau level, is a Gaussian in \(\mu\) of frequency \(\kappa_b\). The diamagnetic term is \(\gamma^2\mu^4\nu^2/8=\tfrac12(\gamma\mu^2/2)^2\nu^2\), an oscillator in \(\nu\) of frequency \(\gamma z\). For two frequencies \(\kappa_1<\omega<\kappa_2\), equal ratios require \((\omega-\kappa_1)(\kappa_2+\omega)=(\kappa_2-\omega)(\omega+\kappa_1)\), which reduces to \(\omega^2=\kappa_1\kappa_2\). For low states in strong fields a reasonable start is therefore \(\omega\approx\sqrt{\kappa_b\gamma z_*}\), with \(z_*\) a height at which the amplitude has become small. For the ground state at \(\gamma=1\), \(\kappa_b=\sqrt{2\times0.8312}=1.289\), and \(z_*=5\) gives 2.54. This is a heuristic, and no scan over \(\omega\) is part of the tests. As \(\gamma\) grows the two frequencies separate and both ratios approach one, so the required \(K\) grows and convergence becomes slower for \(\gamma\gg1\); the rate of this growth is not measured here. The same happens for states just below threshold, where \(\kappa_b\to0\).

For Rydberg states with \(E'=-\kappa^2/2<0\) a semiclassical covering argument fixes the minimum \(K\). Take \(m=0\) and let \(p^2=p_\mu^2+p_\nu^2\), \(\varsigma=\mu^2+\nu^2\). The basis covers the region \(\tfrac12p^2+\tfrac12\omega^2\varsigma\le2\omega(K+1)\). The state occupies the surface \(\tfrac12p^2=2-\tfrac12\kappa^2\varsigma-\gamma^2\mu^2\nu^2\varsigma/8\). On it, \(\tfrac12p^2+\tfrac12\omega^2\varsigma\le2+\tfrac12(\omega^2-\kappa^2)\varsigma\), with equality on the axis where \(\mu\nu=0\), and \(0\le\varsigma\le4/\kappa^2\). For \(\omega\le\kappa\) the maximum is 2, at \(\varsigma=0\). For \(\omega\ge\kappa\) it is \(2\omega^2/\kappa^2\), at the turning point on the axis. With \(n_{\rm eff}=1/\kappa\),

\[
K+1\ \ge\ \max\Big(\frac1\omega,\ \omega\,n_{\rm eff}^2\Big),
\]

which is smallest, \(n_{\rm eff}\), at \(\omega=1/n_{\rm eff}\). This covers only the classical region, and the tails need a margin. A frequency above \(1/n_{\rm eff}\) shortens the reach \(r\le2(K+1)/\omega\) of the basis and raises this bound; which \(\omega\) is best once the tails are included is neither derived nor scanned here. In the example, \(\omega=0.04\) and \(n_{\rm eff}=30\) give \(K+1\ge36\), and \(K=70\), about twice that, is converged. Convergence is confirmed by repeating with a larger \(K\).

**`sigma`.** For the lowest state of a symmetry, any \(\sigma\) below it makes \(M\) positive definite and the wanted \(\theta\) the largest. For Rydberg levels, \(\sigma\) is the centre of the window. It must not coincide with an eigenvalue, where \(M\) is singular.

**`steps`.** The Krylov space contains \(p(C)q_1\) for all polynomials of degree below \(k\). Model the levels as equally spaced by \(\delta\) on both sides, \(\theta\approx\pm1/(j\delta)\). To isolate the \(j\)-th on one side, spend about \(2j\) degrees on zeros at the other large \(|\theta|\), and use the Chebyshev polynomial \(T_l(\theta/b_0)\) on the rest, which lies in \([-b_0,b_0]\) with \(b_0=1/((j+1)\delta)\). On that interval \(|T_l|=|\cos(l\arccos x)|\le1\). At the target, \(T_l(1+1/j)=\cosh(l\,\mathrm{arccosh}(1+1/j))\approx\tfrac12e^{l\sqrt{2/j}}\), using \(\mathrm{arccosh}(1+x)\approx\sqrt{2x}\). Suppression of the unwanted components by \(\eta\) needs, up to prefactors,

\[
k\approx2j+\sqrt{j/2}\,\ln(1/\eta).
\]

The estimate does not contain \(N\). For ten levels (\(j=5\)) and \(\eta=10^{-8}\) it gives \(10+1.58\times18.4\approx39\). For four levels (\(j=2\)) and \(\eta=10^{-6}\) it gives \(4+13.8\approx18\), and the 16-step run has four Ritz values with \(b/|\tilde\theta|<10^{-6}\). The real spacing is uneven, so this agreement shows only the right order. The stopping criterion is \(b/\tilde\theta^2\), followed by the inertia count. Because reorthogonalisation grows as \(k^2\), a long sequence can instead be divided among several shifts with adjoining certified windows, at the price of one factorisation per shift.

## Worked example: low states at \(\gamma=1\)

For \(m=0\), even parity, \(\omega=2.5\), dense diagonalisation gives the following values. The last column is the shortfall relative to the converged 0.8311688967.

| \(K\) | \(N\) | \(w\) | \(E_b\) (\(E_h\)) | shortfall (\(E_h\)) |
|---|---|---|---|---|
| 2 | 4 | 3 | 0.8171656084 | \(1.4\times10^{-2}\) |
| 4 | 9 | 7 | 0.8307348559 | \(4.3\times10^{-4}\) |
| 8 | 25 | 13 | 0.8311681631 | \(7.3\times10^{-7}\) |
| 12 | 49 | 19 | 0.8311688937 | \(3\times10^{-9}\) |
| 16 | 81 | 25 | 0.8311688967 | below \(10^{-10}\) |

\(K=24\), 32 and 40 repeat the last value. \(E_b\) rises monotonically, as a lower bound must, and this is tested. \(K=8\) rounds to 0.831168, so among these cutoffs \(K=12\) is the first to give six correct figures. The gain per four shells drops from about 590 (\(K=4\to8\)) to about 240 (\(K=8\to12\)). These few values do not establish an asymptotic convergence rate, so convergence is judged by repeating the calculation with a larger \(K\).

Lanczos at \(K=56\), \(N=841\), gives \(E'=-0.3311688967\), so

\[
E_b=0.5+0.3311688967=0.831169\ E_h=22.617\ \text{eV}.
\]

An independent calculation in spherical harmonics times radial Laguerre functions, with the radial integrals and the angular coupling by the field from quadrature, gives the same ten digits, and the program asserts agreement to \(10^{-8}\,E_h\). The first-order value \(-\tfrac12+\tfrac14=-0.25\) is an upper bound and lies \(0.081\,E_h\) too high.

The parts are \(\langle T\rangle=0.73304392\), \(\langle1/r\rangle=1.19817116\) and \(\langle\rho^2\rangle=1.07166673\). They add to \(0.73304392-1.19817116+0.13395834=-0.33116890\). The virial relation reads \(2\times0.73304392=1.46608784\) against \(1.19817116+0.26791668=1.46608784\). The slope \(dE'/d\gamma\) from a central difference is 0.2679167, equal to \(\langle\rho^2\rangle/4\). Both relations are tested. The field has reduced \(\langle\rho^2\rangle\) from 2 to 1.07 and raised \(\langle1/r\rangle\) from 1 to 1.20. Since \(dE_b/d\gamma=\tfrac12-0.268=0.232>0\), the threshold rises faster than the level and the binding is still growing at this field.

The lowest state with \(m=-1\), even parity, has \(E_b=0.456597058\), measured from the threshold \(E'=1\). The lowest with \(m=0\), odd parity, has \(E_b=0.260006616\). Both agree with the spherical calculation in the nine printed digits and are tested to \(10^{-8}\,E_h\).

## Worked example: Rydberg levels at 6 T

The field is \(\gamma=6.0/2.350518\times10^5=2.552629\times10^{-5}\). The settings are \(m=0\), even parity, \(\omega=0.04\), \(K=90\) (\(N=2116\), \(w=136\)), 100 steps and \(\sigma=-555.5556\ \mu E_h\), the field-free energy of \(n=30\). Classically, \(\mathbf r=\gamma^{-2/3}\tilde{\mathbf r}\) and \(\mathbf p=\gamma^{1/3}\tilde{\mathbf p}\) turn \(H'\) into \(\gamma^{2/3}(\tilde p^2/2-1/\tilde r+\tilde\rho^2/8)\), so the orbits depend only on the scaled energy \(E'\gamma^{-2/3}\), here \(-0.6408\).

The leading-order estimate puts the first overlap of manifolds at \(n\approx24.24\), and the first-order shifts themselves give \(n=25\). At \(n=30\) the top first-order shift is \(0.3034\times30^4\times\gamma^2=160.1\ \mu E_h\), which is \(160.14/37.04=4.3\) times the manifold spacing. First-order theory is not quantitative there and shows only that several manifolds are interleaved.

With \(n_{\rm eff}=(-2E')^{-1/2}\), measured from \(E'=0\) and not from the threshold \(\gamma/2=12.7631\ \mu E_h\), the ten levels nearest \(\sigma\) are:

| index | \(E'\) (\(\mu E_h\)) | \(n_{\rm eff}\) | \(\langle\rho^2\rangle^{1/2}\) (bohr) |
|---|---|---|---|
| 211 | −567.0341 | 29.6948 | 885.3 |
| 212 | −566.8193 | 29.7004 | 569.8 |
| 213 | −563.6865 | 29.7828 | 595.3 |
| 214 | −558.5521 | 29.9194 | 635.0 |
| 215 | −555.5502 | 30.0001 | 955.4 |
| 216 | −551.9615 | 30.0975 | 685.9 |
| 217 | −551.1978 | 30.1184 | 220.9 |
| 218 | −544.1484 | 30.3128 | 742.9 |
| 219 | −543.1055 | 30.3419 | 374.1 |
| 220 | −542.8953 | 30.3478 | 1028.2 |

The window half-width, \(14.0005\ \mu E_h\), is set midway between the distances of the tenth and eleventh Ritz values from \(\sigma\). The inertia counts at its edges are 210 and 220, and their difference of ten is tested, so no level of the pencil is missing. At zero field the manifold \(n\) holds \(\lceil n/2\rceil\) even states with \(m=0\), and all manifolds up to \(n=29\) lie below the lower edge, which makes \(\sum_{n=1}^{29}\lceil n/2\rceil=15^2=225\) levels. Since \(D\) is positive definite, the min-max principle makes every level of fixed index rise with \(\gamma\), and the count below a fixed energy can only fall; 210 is consistent with this. The 1s state converges slowly in this basis, with \(|u|=(1-0.04)/(1+0.04)=0.92\), but it remains far below the window and is counted. The absolute index is not compared with the spherical calculation.

The mean spacing is \((567.0341-542.8953)/9=2.6821\ \mu E_h\). The levels differ from the dense \(K=70\) result by at most \(5.9\times10^{-18}\,E_h\) and from the spherical calculation by at most \(5.8\times10^{-15}\,E_h\); both are tested to \(10^{-10}\,E_h\), the last digit of the table. The neglected nuclear motion is larger than these differences by many orders. For \(m=0\) and an atom at rest, the reduced mass multiplies both the kinetic and the diamagnetic term by \(1+1/M_p\), with \(M_p=1836\). The first-order shift is \((\langle T\rangle+\gamma^2\langle\rho^2\rangle/8)/M_p\), which the virial relation turns into \((\gamma^2\langle\rho^2\rangle/2-E')/M_p\). With the tabulated values it runs from \(0.31\ \mu E_h\) (level 217) to \(0.48\ \mu E_h\) (level 220), 12 to 18 per cent of the spacing, and it differs from level to level by amounts comparable with the smallest gaps in the table. The level nearest the shift is \(E'=-555.5502\ \mu E_h=-121.929\ \text{cm}^{-1}\), bound by \(555.5502+12.7631=568.3133\ \mu E_h\).

The printed residual bound is exactly zero. This does not mean zero error. It means that the last components \(s_k\) were returned as zero by the tridiagonal eigensolver, probably because it discards components far below rounding level, and the error is then set by rounding, on which the bound is silent.

Level 215 lies only \(0.0054\ \mu E_h\) from \(\sigma\). It is not an unperturbed \(n=30\) state: its diamagnetic energy \(\gamma^2\langle\rho^2\rangle/8=6.516\times10^{-10}\times955.4^2/8=74\ \mu E_h\) is twice the manifold spacing. Its \(|\theta|\) exceeds that of the next level, \(3.0\ \mu E_h\) away, by a factor above 500. With reorthogonalisation the largest deviation of \(Q^TSQ\) from the unit matrix is \(1.3\times10^{-15}\). Without it the deviation is 1.0 and level 215 appears 19 times in 100 steps. A heuristic that is not tested accounts for the rate: growth by several hundred to a thousand per step recovers a rounding error of \(10^{-16}\) in five or six steps.

The spread of \(\langle\rho^2\rangle^{1/2}\), from 221 to 1028 bohr, distinguishes states held close to the field axis from states extended in the transverse plane, and it fixes the field dependence through \(dE'/dB=\gamma\langle\rho^2\rangle/(4B_0)\). For level 220 this is \(2.5526\times10^{-5}\times1028.2^2/(4\times2.3505\times10^5)=28.7\ \mu E_h\) per tesla, for level 219 it is 3.8 and for level 217 it is 1.3 in the same unit. Levels 219 and 220 are \(0.2102\ \mu E_h\) apart, so linear extrapolation brings them together at a field lower by \(0.2102/24.9=0.008\) T. In a field scan the character attached to a given index can therefore change over steps of this size, and the index from the inertia count should be recorded together with \(\langle\rho^2\rangle\) at each field.

The program and its output follow.

## Numbers as computed

```
B0 = 2.350518e+05 T
1s: <rho^2>/8 = 0.250000, (E+1/2)/gamma^2 at gamma=0.01 = 0.249972 a.u.
no Coulomb, gamma=1, |m|=0: lowest E' K=24,40 = 0.50425, 0.50183 Eh
no Coulomb, gamma=1, |m|=1: lowest E' K=24,40 = 1.00487, 1.00215 Eh
n=10 first-order shifts/gamma^2 (Eh): 266.03 694.58 1194.69 1916.47 2865.73
gamma=1, m=0, even, omega=2.5 a.u.: K, dim, half-bandwidth, Eb (Eh)
    2    4   3 0.8171656084
    4    9   7 0.8307348559
    8   25  13 0.8311681631
   12   49  19 0.8311688937
   16   81  25 0.8311688967
   24  169  37 0.8311688967
   32  289  49 0.8311688967
   40  441  61 0.8311688967
K=56 dim=841 Lanczos: E' = -0.3311688967 Eh, spherical E' = -0.3311688967 Eh
binding energy = 0.8311688967 Eh = 22.61726 eV
<T> = 0.73304392 Eh, <1/r> = 1.19817116 1/bohr, <rho^2> = 1.07166673 bohr^2
2<T> = 1.46608784, <1/r>+<rho^2>/4 = 1.46608784 Eh
dE'/dgamma: difference 0.2679167, <rho^2>/4 = 0.2679167 Eh
m=-1, parity +1: Eb = 0.456597058 Eh (spherical 0.456597058 Eh)
m=0, parity -1: Eb = 0.260006616 Eh (spherical 0.260006616 Eh)
B = 6.0 T, gamma = 2.552629e-05, sigma = -555.5556 uEh, omega = 0.04 a.u.
scaled energy sigma*gamma^(-2/3) = -0.6408
first order: manifold n=25 is the first to overlap n+1; (16/(5 gamma^2))^(1/7) = 24.24
n=30: top shift/(gamma^2 n^4) = 0.3034, top shift = 160.14 uEh, 1/n^3 = 37.04 uEh
16 steps, K=70: Ritz values with bound/|theta| < 1e-6: 4
K=90: dim = 2116, half-bandwidth = 136, max nonzeros/row = 21
100 steps: orthogonality loss 1.3e-15 (reorth), 1.0e+00 (none, 19 copies of nearest level)
window sigma +- 14.0005 uEh: inertia counts 210, 220
index, E' (uEh), n_eff, rms rho (bohr)
   211 -567.034147 29.6948 885.3
   212 -566.819339 29.7004 569.8
   213 -563.686471 29.7828 595.3
   214 -558.552074 29.9194 635.0
   215 -555.550193 30.0001 955.4
   216 -551.961507 30.0975 685.9
   217 -551.197784 30.1184 220.9
   218 -544.148363 30.3128 742.9
   219 -543.105538 30.3419 374.1
   220 -542.895309 30.3478 1028.2
max residual bound 0.0e+00 Eh; max |K=90 - K=70| 5.9e-18 Eh
max |semiparabolic - spherical| = 5.8e-15 Eh
mean spacing in window = 2.6821 uEh
level nearest sigma: E' = -555.550193 uEh = -121.92917 cm^-1; threshold gamma/2 = 12.7631 uEh
```
